\section*{Effective gyromagnetic ratio of a rigidly coupled ferrimagnet and its divergence, part 1}

(Sections cited here and not found follow in the second part.)

\section{The rigid ferrimagnet and the pole of its gyromagnetic ratio}

\subsection{Definitions and conventions}

A ferrimagnet has two magnetic sublattices, $a=1,2$. Sublattice $a$ has a magnetization of fixed magnitude $M_a>0$ and direction $\mathbf m_a$, with $|\mathbf m_a|=1$. Its gyromagnetic ratio is written as a positive magnitude, $\gamma_a=g_a\mu_B/\hbar$, where $g_a$ is the $g$-factor and $\mu_B$ the Bohr magneton. The angular momentum of electrons points opposite to their magnetic moment, so the angular-momentum density of sublattice $a$ is
\begin{equation}
\mathbf J_a=-s_a\mathbf m_a,\qquad s_a=\frac{M_a}{\gamma_a}>0 .
\label{eq:J}
\end{equation}
SI units are used; $s_a$ is in $\mathrm{J\,s/m^3}$. The state of interest is antiparallel, $\mathbf m_1=-\mathbf m_2=\mathbf n$. Its net magnetization is $M\mathbf n$ and its net angular momentum is $-S\mathbf n$, with
\begin{equation}
M=M_1-M_2,\qquad S=s_1-s_2=\frac{M_1}{\gamma_1}-\frac{M_2}{\gamma_2}.
\label{eq:MS}
\end{equation}
Both $M$ and $S$ can have either sign. They vanish under different conditions when $\gamma_1\neq\gamma_2$, and this difference is the origin of the pole and of the reversed precession derived below.

The magnetization is uniform, and the energy density is
\begin{equation}
u=\Lambda\,\mathbf m_1\!\cdot\!\mathbf m_2-\mathbf B\cdot(M_1\mathbf m_1+M_2\mathbf m_2)-K_1m_{1z}^2-K_2m_{2z}^2 .
\label{eq:u}
\end{equation}
Here $\Lambda>0$ is the exchange energy density that favours antiparallel sublattices, $\mathbf B$ is the applied field, and $K_1,K_2\ge 0$ are uniaxial anisotropy densities with easy axis $z$. Their sum is $K=K_1+K_2$. Damping is left out until the second half.

The torque follows from the energy. A small rotation $\delta\boldsymbol\varphi$ of sublattice $a$ changes its direction by $\delta\mathbf m_a=\delta\boldsymbol\varphi\times\mathbf m_a$. With $\mathbf h_a=-\partial u/\partial\mathbf m_a$, the work done by the torque is
\begin{equation}
-\delta u=\mathbf h_a\cdot(\delta\boldsymbol\varphi\times\mathbf m_a)=\delta\boldsymbol\varphi\cdot(\mathbf m_a\times\mathbf h_a),
\end{equation}
so the torque density is $\mathbf m_a\times\mathbf h_a$. Setting it equal to $d\mathbf J_a/dt$ and using \eqref{eq:J} gives
\begin{equation}
s_a\frac{d\mathbf m_a}{dt}=-\mathbf m_a\times\mathbf h_a .
\label{eq:LL}
\end{equation}
The derivatives of \eqref{eq:u} are
\begin{align}
\mathbf h_1&=-\Lambda\mathbf m_2+M_1\mathbf B+2K_1m_{1z}\hat{\mathbf z},\nonumber\\
\mathbf h_2&=-\Lambda\mathbf m_1+M_2\mathbf B+2K_2m_{2z}\hat{\mathbf z}.
\label{eq:h}
\end{align}

\subsection{Cancellation of the exchange torque}

\paragraph{Lemma 1.} For any angle between the sublattices,
\begin{align}
\frac{d}{dt}(s_1\mathbf m_1+s_2\mathbf m_2)={}&-(M_1\mathbf m_1+M_2\mathbf m_2)\times\mathbf B\nonumber\\
&-2K_1m_{1z}\,\mathbf m_1\times\hat{\mathbf z}-2K_2m_{2z}\,\mathbf m_2\times\hat{\mathbf z}.
\label{eq:sum}
\end{align}

\paragraph{Proof.} Insert \eqref{eq:h} in \eqref{eq:LL} and add the two equations. The exchange terms are $+\Lambda\,\mathbf m_1\times\mathbf m_2$ in the first and $+\Lambda\,\mathbf m_2\times\mathbf m_1$ in the second. Their sum is zero because the cross product is antisymmetric. The remaining terms are those written in \eqref{eq:sum}. $\square$

The lemma states that exchange moves angular momentum between the sublattices but does not change the total. The exchange torque does not appear in \eqref{eq:sum}, but for $\gamma_1\neq\gamma_2$ the right side is not fixed by the total alone. Exchange still acts through the relative orientation of the sublattices, and the equation closes once that orientation is fixed, as in the rigid case below.

\subsection{The rigid theorem}

Rigid coupling means that $\mathbf m_1=-\mathbf m_2=\mathbf n(t)$ is maintained by an internal torque $-\mathbf N$ on sublattice 1 and $+\mathbf N$ on sublattice 2. This is the idealization of very strong exchange: a canting angle of order $1/\Lambda$, multiplied by $\Lambda$, leaves a finite torque.

\paragraph{Theorem 1.} Let the sublattices be rigidly coupled and let $S\neq0$. Then
\begin{equation}
S\frac{d\mathbf n}{dt}=-\mathbf n\times\left(M\mathbf B+2Kn_z\hat{\mathbf z}\right).
\label{eq:rigid}
\end{equation}
Without anisotropy this is the precession of a single magnet,
\begin{equation}
\frac{d\mathbf n}{dt}=-\gamma_{\rm eff}\,\mathbf n\times\mathbf B,\qquad
\gamma_{\rm eff}=\frac{M}{S}=\frac{M_1-M_2}{M_1/\gamma_1-M_2/\gamma_2}.
\label{eq:geff}
\end{equation}

\paragraph{Proof.} Put $\mathbf m_1=\mathbf n$ and $\mathbf m_2=-\mathbf n$ in \eqref{eq:sum}. The left side becomes $(s_1-s_2)\,d\mathbf n/dt=S\,d\mathbf n/dt$. The field term becomes $-(M_1-M_2)\,\mathbf n\times\mathbf B$. In the anisotropy term of sublattice 2 both $m_{2z}=-n_z$ and $\mathbf m_2=-\mathbf n$ change sign, so their product does not:
\begin{equation}
-2K_2(-n_z)(-\mathbf n)\times\hat{\mathbf z}=-2K_2n_z\,\mathbf n\times\hat{\mathbf z}.
\end{equation}
The anisotropy densities therefore add, while the magnetizations subtract. This is \eqref{eq:rigid}. For $K=0$, division by $S$ gives \eqref{eq:geff}. $\square$

To fix the sense of rotation, take $\mathbf B=B\hat{\mathbf z}$ and $\psi=n_x+in_y$. Since $\mathbf n\times\hat{\mathbf z}=(n_y,-n_x,0)$, equation \eqref{eq:rigid} gives
\begin{equation}
S\dot\psi=(MB+2Kn_z)(-n_y+in_x)=i(MB+2Kn_z)\psi ,
\end{equation}
and $n_z$ is constant. A positive frequency is thus a counterclockwise rotation about $+z$. For $K=0$ the rate is $\gamma_{\rm eff}B$ at any tilt. For small motion about $\mathbf n=+\hat{\mathbf z}$ it is
\begin{equation}
\omega_{\rm rigid}=\frac{\tau}{S},\qquad \tau=MB+2K .
\label{eq:wrigid}
\end{equation}

The vector equations \eqref{eq:LL} were also integrated in time without imposing rigidity, in dimensionless units with $M_1=1$, $\gamma_1=1$, $\gamma_2=0.8$, $\Lambda=100$, $B=0.01$ and $K=0$. The initial tilt was 0.6 rad and the duration 60. For $M_2=0.7$ one has $S=1-0.875=0.125$ and $M/S=0.3/0.125=2.4$; the angle turned by the end of the run, divided by the duration and by $B$, came out as 2.4002. For $M_2=0.9$ one has $S=1-1.125=-0.125$ and $M/S=-0.8$; the integration gave $-0.7960$, which differs from $M/S$ by 0.5\,\% of its magnitude. These end-point values carry a fast ripple from the exchange mode: for end times between 59 and 61 they range from 2.3969 to 2.4005 and from $-0.8004$ to $-0.7953$. A straight-line fit of the angle over the run gives mean rates of 2.3987 and $-0.7979$, smaller in magnitude than $M/S$ by 0.05\,\% and 0.3\,\%. In the second case the pair rotates opposite to the sense in which either sublattice would rotate alone.

\subsection{Zero, pole and reversed precession}

\paragraph{Theorem 2.} For $S\neq0$,
\begin{equation}
\gamma_{\rm eff}=\gamma_1+\frac{s_2(\gamma_1-\gamma_2)}{S}.
\label{eq:pole}
\end{equation}
If $\gamma_1\neq\gamma_2$, then $\gamma_{\rm eff}$ vanishes at magnetization compensation, $M_1=M_2$, and diverges at angular-momentum compensation, $M_1/\gamma_1=M_2/\gamma_2$. If $\gamma_1=\gamma_2=\gamma$, then $\gamma_{\rm eff}=\gamma$ and there is no divergence.

\paragraph{Proof.} Write $M_a=\gamma_as_a$ and replace $s_1$ by $S+s_2$:
\begin{equation}
M=\gamma_1s_1-\gamma_2s_2=\gamma_1S+(\gamma_1-\gamma_2)s_2 .
\label{eq:Msplit}
\end{equation}
Division by $S$ gives \eqref{eq:pole}. As $S\to0$ the numerator of its second term tends to $s(\gamma_1-\gamma_2)$, where $s$ is the common value of $s_1$ and $s_2$. It is nonzero when the ratios differ, so the term diverges. At $M=0$ with $\gamma_1\ne\gamma_2$, equation \eqref{eq:Msplit} shows that $S\neq0$, so $\gamma_{\rm eff}=0$. For equal ratios the second term of \eqref{eq:pole} is zero at every $S\neq0$. The undefined quotient $0/0$ at the common compensation point is then removed by continuity. $\square$

At the pole the sample still has a net magnetization,
\begin{equation}
M\big|_{S=0}=s(\gamma_1-\gamma_2).
\label{eq:MatA}
\end{equation}
A field exerts a finite torque on it, but the rigid pair has no net angular momentum whose rotation could absorb the torque. At $S=0$ and $K=0$, equation \eqref{eq:rigid} reduces to $M\mathbf n\times\mathbf B=0$. For a tilted $\mathbf n$ this cannot be satisfied, so the constrained model has no solution there. The divergence marks the loss of a solution within the model, and does not predict an infinite frequency.

The sign follows from the ratio $r=s_2/s_1$, since
\begin{equation}
\gamma_{\rm eff}=\frac{\gamma_1-r\gamma_2}{1-r}.
\end{equation}
For $\gamma_1>\gamma_2$ the denominator is negative for $r>1$ and the numerator is positive for $r<\gamma_1/\gamma_2$. Hence $\gamma_{\rm eff}<0$ for $1<r<\gamma_1/\gamma_2$, which is the interval between the two compensation points.

Magnetization compensation does not stop the resonance of an anisotropic sample. At $M=0$ the field torque vanishes, but \eqref{eq:wrigid} gives $\omega_{\rm rigid}=2K/S$. If the anisotropy is expressed as a field $2K/M$, that field diverges while its product with $\gamma_{\rm eff}$ stays finite.

\subsection{What the internal torque reveals}

The first sublattice equation determines the torque that maintains rigidity. For $K=0$ it reads $s_1\dot{\mathbf n}=\mathbf N-M_1\mathbf n\times\mathbf B$. Inserting \eqref{eq:geff}, then \eqref{eq:pole}, gives
\begin{equation}
\mathbf N=s_1(\gamma_1-\gamma_{\rm eff})\,\mathbf n\times\mathbf B
=-\frac{s_1s_2}{S}(\gamma_1-\gamma_2)\,\mathbf n\times\mathbf B .
\label{eq:N}
\end{equation}
For equal gyromagnetic ratios no internal torque is needed, because both sublattices precess at the same rate by themselves. For unequal ratios exchange must supply the torque $-\mathbf N=-\Lambda\mathbf m_1\times\mathbf m_2$ on sublattice 1, which requires a canting angle
\begin{equation}
\epsilon\simeq\frac{|\mathbf N|}{\Lambda}=\frac{\rho\,|\gamma_1-\gamma_2|}{|S|}\,|\mathbf n\times\mathbf B|,\qquad \rho=\frac{s_1s_2}{\Lambda}.
\end{equation}
For a tilted $\mathbf n$ the required torque grows without bound as $S\to0$, whereas exchange can supply at most $\Lambda$, so rigid precession cannot be maintained there. The canted pair also carries a transverse angular momentum of order $s\epsilon$, which the rigid model omits. Near the pole, the omission is harmless while $s\epsilon\ll|S|$. For a field of order $B$ across $\mathbf n$, and with $M\simeq s(\gamma_1-\gamma_2)$ near the pole, this condition becomes $\rho|MB|\ll S^2$. It fails before the pole is reached, however strong the finite exchange may be.

\subsection{Position and strength of the pole in temperature}

Temperature moves a ferrimagnet through compensation because its sublattice magnetizations fall at different rates. A simple interpolation with common ordering temperature $T_c$, not meant for the critical region close to $T_c$, is
\begin{equation}
M_a(T)=M_{a0}\,x^{\beta_a},\qquad x=1-\frac{T}{T_c},\qquad \beta_2>\beta_1 .
\label{eq:MT}
\end{equation}
The condition $M=0$ reads $x^{\beta_2-\beta_1}=M_{10}/M_{20}$. The condition $S=0$ has $M_{a0}$ replaced by $M_{a0}/\gamma_a$. With $\Delta\beta=\beta_2-\beta_1$, the compensation temperatures are
\begin{align}
T_M&=T_c\left[1-\left(\frac{M_{10}}{M_{20}}\right)^{1/\Delta\beta}\right],\nonumber\\
T_A&=T_c\left[1-\left(\frac{M_{10}\gamma_2}{M_{20}\gamma_1}\right)^{1/\Delta\beta}\right].
\label{eq:TA}
\end{align}
They lie between 0 and $T_c$ if the quantities in round brackets are below one. For $\gamma_2<\gamma_1$ the second bracket is smaller than the first, hence $T_A>T_M$.

Near $T_A$ use \eqref{eq:pole} with $s_2/S=1/(s_1/s_2-1)$. Let $\delta=(T-T_A)/(T_c-T_A)$, so that $x=x_A(1-\delta)$, where $x_A$ is the value at $T_A$. Because $s_1=s_2$ at $T_A$,
\begin{equation}
\frac{s_1}{s_2}-1=(1-\delta)^{-\Delta\beta}-1
=\Delta\beta\,\delta\left[1+\frac{1+\Delta\beta}{2}\delta+O(\delta^2)\right].
\end{equation}
Inverting the bracket to first order in $\delta$ gives
\begin{equation}
\gamma_{\rm eff}=\frac{(\gamma_1-\gamma_2)(T_c-T_A)}{\Delta\beta\,(T-T_A)}
+\gamma_1-(\gamma_1-\gamma_2)\frac{1+\Delta\beta}{2\Delta\beta}+O(\delta).
\label{eq:Tpole}
\end{equation}
The pole is simple, and $\gamma_{\rm eff}$ changes sign across it. For given $T_c$, $T_A$ and $\Delta\beta$, its strength is proportional to the difference of the gyromagnetic ratios. If the ratios are changed at fixed $M_{a0}$, however, $T_A$ can move as well, and the proportionality is lost.

\section{Finite exchange, damping and a worked film}

\subsection{Symbols and results carried over}

Sublattice $a$ has magnetization $M_a$, gyromagnetic magnitude $\gamma_a$ and angular-momentum density $s_a=M_a/\gamma_a$. The net quantities are $M=M_1-M_2$ and $S=s_1-s_2$. The exchange density is $\Lambda$, the anisotropy densities are $K_1+K_2=K$, and the field $B$ lies along the easy axis $z$. The rigid model gives $\gamma_{\rm eff}=M/S$ and, near $\mathbf n=+\hat{\mathbf z}$, $\omega_{\rm rigid}=\tau/S$ with $\tau=MB+2K$. The pole lies at $S=0$, reached at temperature $T_A$. The parameter $\rho=s_1s_2/\Lambda$ measures the softness of the exchange coupling. The equations of motion are \eqref{eq:LL} with the torque fields \eqref{eq:h}.

\subsection{The two modes}

\paragraph{Theorem 3.} Let $a_1=M_1B+2K_1$ and $a_2=-M_2B+2K_2$. Small motions about $\mathbf m_1=+\hat{\mathbf z}$, $\mathbf m_2=-\hat{\mathbf z}$ have frequencies that satisfy
\begin{equation}
(\Lambda+a_1-s_1\omega)(\Lambda+a_2+s_2\omega)=\Lambda^2 .
\label{eq:det}
\end{equation}

\paragraph{Proof.} Write $\mathbf m_1=(x_1,y_1,1)$ and $\mathbf m_2=(x_2,y_2,-1)$ and keep first order. From \eqref{eq:h},
\begin{align}
\mathbf h_1&=(-\Lambda x_2,\,-\Lambda y_2,\;\Lambda+a_1),\nonumber\\
\mathbf h_2&=(-\Lambda x_1,\,-\Lambda y_1,\;-\Lambda-a_2).
\end{align}
The transverse components of \eqref{eq:LL} are then
\begin{align}
s_1\dot x_1&=-(\Lambda+a_1)y_1-\Lambda y_2, & s_1\dot y_1&=(\Lambda+a_1)x_1+\Lambda x_2,\nonumber\\
s_2\dot x_2&=(\Lambda+a_2)y_2+\Lambda y_1, & s_2\dot y_2&=-(\Lambda+a_2)x_2-\Lambda x_1 .
\end{align}
With $\psi_a=x_a+iy_a$ each pair combines into one equation:
\begin{align}
s_1\dot\psi_1&=i[(\Lambda+a_1)\psi_1+\Lambda\psi_2],\nonumber\\
s_2\dot\psi_2&=-i[(\Lambda+a_2)\psi_2+\Lambda\psi_1].
\label{eq:psi}
\end{align}
For $\psi_a\propto e^{i\omega t}$ they become $(\Lambda+a_1-s_1\omega)\psi_1=-\Lambda\psi_2$ and $(\Lambda+a_2+s_2\omega)\psi_2=-\Lambda\psi_1$. A nonzero solution exists when the product of the two brackets equals $\Lambda^2$. $\square$

Expanding \eqref{eq:det}, cancelling $\Lambda^2$, dividing by $\Lambda$ and using $a_1+a_2=\tau$ gives
\begin{equation}
\tau-S\omega+\frac{(a_1-s_1\omega)(a_2+s_2\omega)}{\Lambda}=0 .
\label{eq:exact}
\end{equation}
For $\Lambda\to\infty$ at finite $\omega$ and $S\neq0$, the last term vanishes and $\omega=\tau/S$. This recovers the rigid result without imposing a constraint.

\paragraph{Corollary.} If $K_1=K_2=0$ and $S\neq0$, the mode that starts at $\omega=0$ has initial slope $d\omega/dB=M/S$ at any finite $\Lambda>0$.

\paragraph{Proof.} Equation \eqref{eq:exact} is now
\begin{equation}
MB-S\omega+\frac{(M_1B-s_1\omega)(-M_2B+s_2\omega)}{\Lambda}=0 .
\end{equation}
The last term is a product of two factors, each linear in $B$ and $\omega$, so it is of second order near $B=\omega=0$. Since the coefficient of $\omega$ in the linear part is $-S\neq0$, there is a unique smooth branch through the origin, with $S\omega=MB+O(B^2)$. $\square$

In an isotropic ferrimagnet the ratio $M/S$ is therefore more than a strong-exchange approximation: it is the low-field response of the two-sublattice model. For unequal gyromagnetic ratios, the field range over which it holds shrinks as $S\to0$. For equal ratios, $\omega=\gamma B$ solves the equation at any field.

For unequal gyromagnetic ratios, the rigid model's $\gamma_{\rm eff}=M/S$ vanishes at magnetization compensation and diverges at angular-momentum compensation, while at finite exchange $M/S$ remains the initial field slope of the isotropic ferrimagnet wherever $S\neq0$. It remains to find how finite exchange and damping limit the frequency near the pole, and to work out the size of these effects for a perpendicular film.

All numerical values are calculated from the stated model.
